# Barrier and Merz Field of a Film-Spanning Cylindrical Reverse Domain, part 1

(Sections cited here and not found follow in the second part.)

## I. The barrier and the activation field

### A stripe between two flat walls

A ferroelectric film of thickness \(d\) lies between two metal electrodes at \(z=0\) and \(z=d\). Its spontaneous polarization points along \(+z\) or \(-z\) and has magnitude \(P\). The film starts with polarization \(-P\), and a source holds the voltage \(V=Ed\), so that the field \(E>0\) points along \(+z\) and favours reversal. The electrodes are taken to be ideal: they supply whatever charge is needed at the film surface, with no voltage drop of their own.

The simplest reverse domain is a straight stripe of width \(w\), which runs through the film from one electrode to the other and crosses its whole lateral length \(L\). It has two flat walls, each of area \(Ld\). With \(\sigma\) the wall energy per area, the walls cost \(2\sigma Ld\).

The gain comes from the source. The electrode charge per area equals the displacement

\[
D=\varepsilon_0\varepsilon E+P_s, \tag{1}
\]

where \(P_s=\pm P\) is the spontaneous polarization and \(\varepsilon\) the relative permittivity of the linear response. The stripe walls are parallel to \(P_s\), so they carry no bound charge, and the field remains \(V/d=E\) everywhere. Reversal therefore changes \(D\) by \(P-(-P)=2P\). The charge \(2P\,wL\) passes through the voltage \(Ed\), and the source does the work \(2PE\,wLd\). The internal energy of the film is the same in both domains, because the two orientations are equivalent and the linear response stores the same energy in both. At fixed voltage, the relevant free energy is the internal energy minus the work of the source, so its change is

\[
U_{\rm stripe}(w)=2\sigma Ld-2PE\,wLd. \tag{2}
\]

The factor 2 in the second term is the difference between the initial and final polarizations. The quantity \(2PE\) is an energy per volume, and equally a pressure on the wall.

Equation (2) has a plain reading. The two walls must be paid for in full before the stripe has any width. After that the energy falls steadily, because widening a stripe adds no wall area. The barrier is \(2\sigma Ld\), independent of the field and proportional to the lateral length of the film. For a wide film it is out of reach. A cheaper start must have a small wall that grows with the domain, and a closed column provides it.

### The cylinder

Let the reverse domain be a circular cylinder of radius \(r\), still running from electrode to electrode. The wall energy \(\sigma\) is taken to be independent of the wall's orientation about \(z\) and of the field, and the wall is taken to be thin compared with \(r\). The film has no defects. The cylinder has lateral area \(2\pi rd\) and volume \(\pi r^2d\). Its end faces are at the electrodes, where the bound charge is compensated, so they add no energy. The argument for the source work is unchanged, since the side wall is again parallel to the polarization. Hence

\[
U(r)=2\pi rd\,\sigma-2PE\,\pi r^2d. \tag{3}
\]

The cost is linear in \(r\) and the gain quadratic, so the cost wins for small columns and the gain for large ones. Differentiation gives

\[
\frac{dU}{dr}=2\pi d\,\sigma-4\pi PEd\,r,\qquad
\frac{d^2U}{dr^2}=-4\pi PEd. \tag{4}
\]

The first derivative vanishes at the critical radius

\[
r^*=\frac{\sigma}{2PE}, \tag{5}
\]

and the negative second derivative shows that this is a maximum. Equation (5) is also a balance of pressures: the curved wall presses inward with \(\sigma/r\), the field presses outward with \(2PE\), and the two are equal at \(r^*\).

To find the height, write the field term at \(r^*\) with the help of \(2PE\,r^*=\sigma\):

\[
2PE\,\pi r^{*2}d=(2PE\,r^*)\,\pi r^*d=\pi r^*\sigma d .
\]

This is half of the wall term \(2\pi r^*\sigma d\). The barrier is the difference,

\[
U^*=U(r^*)=\pi r^*\sigma d=\frac{\pi\sigma^2d}{2PE}. \tag{6}
\]

At the top of the barrier the field has thus repaid half of the wall energy. One factor of \(\sigma\) in (6) is the cost of a unit of wall, and the other enters through the critical size. The barrier is proportional to \(d\) because each slice of the column, at a given height in the film, costs the same and needs the same critical radius.

What is held fixed matters when thicknesses are compared. At fixed field, \(U^*\) is proportional to \(d\). At fixed voltage, \(E=V/d\) turns (6) into \(\pi\sigma^2d^2/(2PV)\), which is proportional to \(d^2\).

As \(E\to0\), both \(r^*\) and \(U^*\) diverge: without a field no column size gains energy. As \(E\) grows, \(r^*\) shrinks until it is comparable with the wall width or with a lattice cell. There the sharp-wall description ends, although (6) still returns a finite number.

### How thin must the wall be?

The effect of a finite wall width can be found in a model that has a diffuse wall from the start. Let \(p\) be the polarization in units of \(P\), and let the energy density in the plane of the film be, in reduced units,

\[
\tfrac12|\nabla p|^2+\tfrac14(p^2-1)^2-fp, \tag{7}
\]

where \(f\) is the reduced field. At \(f=0\) a flat wall obeys \(p''=p^3-p\). Multiplying by \(p'\) and integrating from a point deep in one domain, where \(p'=0\) and \(p^2=1\), gives

\[
\tfrac12p'^2=\tfrac14(p^2-1)^2,\qquad p'=\frac{1-p^2}{\sqrt2},\qquad p=\tanh\frac{x}{\sqrt2}.
\]

The gradient and local parts of the energy are equal, so the energy density is \(p'^2\), and the reduced wall energy is

\[
\hat\sigma=\int p'^2dx=\int_{-1}^{1}p'\,dp=\int_{-1}^{1}\frac{1-p^2}{\sqrt2}\,dp=\frac{2\sqrt2}{3}. \tag{8}
\]

To leading order in \(f\), the two domains differ in energy density by \(2f\), which takes the place of \(2PE\). The sharp-wall barrier per length is then \(\pi\hat\sigma^2/(2f)\).

The critical droplet of (7) was computed numerically as the stationary round solution with \(p\) near \(+1\) inside and near \(-1\) outside. Its energy, divided by the sharp-wall value, is 0.9918 at \(f=0.04\) and 0.9672 at \(f=0.08\). The last digit depends on the mesh: in the converged limit the first value is 0.9919. The shortfalls, relative to the sharp-wall value, are about 0.0081 and 0.0328. Doubling the field multiplies the shortfall by about 4, as a correction of second order in the field should. This test supports (6) as the weak-field limit. Since \(r^*\propto1/f\) at fixed wall width, the correction is of second order in the ratio of wall width to critical radius.

### Merz's law

Suppose that thermal agitation at temperature \(T\) carries the column over the barrier. The dominant factor in the nucleation rate is then \(\exp(-U^*/k_BT)\). Since \(U^*\) is inversely proportional to \(E\),

\[
e^{-U^*/k_BT}=e^{-E_a/E},\qquad
E_a=\frac{\pi\sigma^2d}{2Pk_BT}. \tag{9}
\]

The exponential dependence on \(1/E\) is Merz's law, and \(E_a\) is the activation field. At fixed \(\sigma\), \(P\) and \(T\), it is proportional to the film thickness. The field \(E_a\) is the one at which (6) would equal \(k_BT\); it is a measure of steepness and not a threshold for switching.

A practical field follows once a time is given. If the column has \(M\) independent trials during a voltage pulse, about one success is expected when \(Me^{-E_a/E}=1\), that is, at

\[
E=\frac{E_a}{\ln M}. \tag{10}
\]

At fixed \(M\) this field is also proportional to \(d\). The estimate applies only if the straight column is still the relevant nucleus at the field obtained, a condition examined in the second half. The corresponding voltage \(Ed\) is proportional to \(d^2\).

### The prefactor of the rate

An activation field is read from the slope of the logarithm of a rate against \(1/E\). A prefactor that depends on the field changes that slope. It can be worked out for a simple dynamics of the radius.

Let the moving wall feel a friction \(\gamma\) per area and per speed. The friction on the radius is then proportional to the wall area \(2\pi rd\), and the equation of motion without noise is

\[
2\pi rd\,\gamma\,\frac{dr}{dt}=-\frac{dU}{dr}.
\]

Thermal noise turns this motion into a drift with diffusion. The Einstein relation gives the diffusion constant as \(k_BT\) divided by the friction coefficient:

\[
D_r(r)=\frac{k_BT}{2\pi rd\,\gamma}. \tag{11}
\]

Let \(c(r)\,dr\) be the number of columns per film area with radius between \(r\) and \(r+dr\). I assume that its equilibrium form is \(c_0e^{-U/k_BT}\), with \(c_0\) independent of the field. The flux toward larger radii that vanishes in this equilibrium is

\[
J=-D_r\left(\frac{dc}{dr}+\frac{c}{k_BT}\frac{dU}{dr}\right)
=-D_r\,e^{-U/k_BT}\frac{d}{dr}\left(c\,e^{U/k_BT}\right). \tag{12}
\]

The second form follows by carrying out the derivative of the product. In a steady state \(J\) does not depend on \(r\). Divide (12) by \(D_re^{-U/k_BT}\) and integrate from \(r=0\), where \(U=0\) and \(c=c_0\), to a radius \(R\) well past the barrier, where grown columns are removed and \(c=0\):

\[
J\int_0^R\frac{e^{U/k_BT}}{D_r}\,dr=c_0. \tag{13}
\]

The energy (3) is a quadratic function with its maximum at \(r^*\), so completing the square gives

\[
U(r)=U^*-2\pi PEd\,(r-r^*)^2 . \tag{14}
\]

Expanding the square confirms this: the term linear in \(r\) is \(4\pi PEd\,r^*r=2\pi\sigma d\,r\), and the constant is \(U^*-2\pi PEd\,r^{*2}=U^*-\pi r^*\sigma d=0\).

For \(U^*\gg k_BT\), the integrand in (13) is a narrow peak about \(r^*\), and the limits may be moved to \(\pm\infty\). By (11), \(1/D_r\) is proportional to \(r\), whose average over a symmetric peak is \(r^*\). With \(\int e^{-ax^2}dx=\sqrt{\pi/a}\) and \(a=2\pi PEd/k_BT\),

\[
\int_0^R\frac{e^{U/k_BT}}{D_r}dr\simeq\frac{2\pi d\gamma r^*}{k_BT}\sqrt{\frac{k_BT}{2PEd}}\;e^{U^*/k_BT},
\]

and therefore

\[
J\simeq c_0\,\frac{k_BT}{2\pi d\gamma r^*}\sqrt{\frac{2PEd}{k_BT}}\;e^{-E_a/E}
\;\propto\;E^{3/2}e^{-E_a/E}. \tag{15}
\]

One power of \(E\) comes from \(1/r^*\), and the half power from the curvature of the barrier. With \(y=1/E\), (15) reads \(\ln J=\text{const}-E_ay-\tfrac32\ln y\), so the apparent activation field is

\[
-\frac{d\ln J}{d(1/E)}=E_a+\frac{3}{2y}=E_a+\tfrac32E. \tag{16}
\]

The correction relative to \(E_a\) is \(\tfrac32E/E_a=\tfrac32k_BT/U^*\), which is small when the barrier is high.

To test (16), the steady diffusion problem was solved on a grid of radii near \(E=1\) MV/cm. The wall energy was lowered to 8.0 mJ/m², which gives \(E_a=12.136\) MV/cm. The slope of the computed flux was 13.636 MV/cm. The excess is 1.5003 times the field, in agreement with the coefficient \(3/2\). That coefficient belongs to this friction law and to a field-independent \(c_0\); other dynamics can change the power of \(E\) in (15).

### From nucleation rate to switching time

If a capacitor is so small that its first nucleus sweeps over it in a negligible time, the mean switching time is \(1/(JA)\), where \(A\) is the capacitor area. Its exponential factor is \(e^{E_a/E}\), with the full activation field.

In a large film many nuclei form and grow. Let them appear at random with rate \(J\) per area and spread as circles whose walls move at speed \(v\). A given point is still unswitched at time \(t\) if no nucleus formed close enough to reach it. A nucleus born at time \(s\) must lie within the distance \(v(t-s)\), so the mean number of nuclei able to reach the point is

\[
X(t)=\int_0^tJ\,\pi v^2(t-s)^2ds=\frac{\pi}{3}Jv^2t^3. \tag{17}
\]

For independent random events the probability of none is \(e^{-X}\). Half of the film has switched when \(X=\ln2\):

\[
t_{1/2}=\left(\frac{3\ln2}{\pi Jv^2}\right)^{1/3}. \tag{18}
\]

If \(v\) does not depend on the field, the exponential factor of \(t_{1/2}\) is \(e^{E_a/(3E)}\). A numerical solution for the half-switching time, with \(J\propto e^{-E_a/E}\) and constant \(v\), gave a slope of \(0.3333\,E_a\). If the walls themselves creep with \(v\propto e^{-E_w/E}\), then \(t_{1/2}\propto J^{-1/3}v^{-2/3}\) has the activation field \((E_a+2E_w)/3\). A measured activation field can be compared with (9) after it is known which of these cases applies.

## II. When the column is the right nucleus, and a hafnium oxide film

### Symbols and results carried over

The film has thickness \(d\), spontaneous polarization of magnitude \(P\), relative permittivity \(\varepsilon\) and wall energy \(\sigma\) per area. The field \(E\) favours the reverse domain, a column of radius \(r\) between ideal electrodes. Its critical radius is \(r^*=\sigma/(2PE)\), and its barrier is \(U^*=\pi\sigma^2d/(2PE)\). The activation field is \(E_a=U^*E/k_BT\), and a pulse containing \(M\) trials needs a field of about \(E_a/\ln M\).

For a straight column with a thin wall between ideal electrodes, the barrier is proportional to \(d/E\) at fixed \(\sigma\) and \(P\), which gives Merz's law with an activation field proportional to \(d\) at fixed temperature. It remains to find when this column is the right nucleus, and whether it can switch a 10 nm hafnium oxide film within a pulse.
